# Why half-step-shifted k-meshes break threefold symmetry in hexagonal monolayers

## Definitions and conventions

The algebra uses atomic units; numbers are in eV and angstrom, with mobilities in cm²/Vs. A hexagonal monolayer with lattice constant \(a\) has

\[
\mathbf a_{1,2}=a\left(\tfrac{\sqrt3}{2},\pm\tfrac12\right),\qquad
\mathbf b_{1,2}=\frac{2\pi}{a}\left(\tfrac{1}{\sqrt3},\pm1\right),\qquad
\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}.
\]

The vectors \(\mathbf b_1,\mathbf b_2\) enclose 120°. A wave vector \(\mathbf k=x\mathbf b_1+y\mathbf b_2\) is written \((x,y)\), with integers dropped. An \(N\times N\) mesh with shift \(s=(s_1,s_2)\) consists of the points

\[
(x,y)=\left(\frac{i+s_1}{N},\frac{j+s_2}{N}\right),\qquad i,j=0,\dots,N-1 .
\]

The shift \((0,0)\) gives the Gamma-centred mesh, and \((\tfrac12,\tfrac12)\) the half-shifted mesh. The original Monkhorst-Pack coordinates are \((2r-N-1)/(2N)\), \(r=1,\dots,N\). For even \(N\) the numerator is odd and the mesh is half-shifted; for odd \(N\) it is even and the mesh is Gamma-centred. Angle brackets denote a mesh average.

The claim under examination is that the half shift is automatically the better choice.

## A counter-example with four points

Take a honeycomb lattice with sites A and B, onsite energies \(\pm\Delta/2\), and hoppings \(t_1,t_2,t_3\) along the three bonds of an A site:

\[
H=\begin{pmatrix}\Delta/2&-f\\-f^*&-\Delta/2\end{pmatrix},\qquad
f=\sum_j t_j\varphi_j,\qquad
\varphi=(1,\;e^{-2\pi i x},\;e^{-2\pi i y}).
\]

The bands are \(\pm\varepsilon\), with \(\varepsilon^2=\Delta^2/4+|f|^2\). The lower one is filled and has eigenvector \((c_A,c_B)\). The bond order per spin is \(P_j=\langle\mathrm{Re}(c_A^*\varphi_jc_B)\rangle\). Since \(t_j\) enters \(H\) only through \(-f\), the derivative of the filled level is \(-2\,\mathrm{Re}(c_A^*\varphi_jc_B)\). It is also \(-\partial\varepsilon/\partial t_j=-\mathrm{Re}(f^*\varphi_j)/\varepsilon\). Hence

\[
P_j=\tfrac12\left\langle \mathrm{Re}(f^*\varphi_j)/\varepsilon\right\rangle .
\]

Let all hoppings equal \(t>0\). The three bonds are then equivalent, and the true bond orders are equal. The half-shifted mesh with \(N=2\) has four points:

- At \((\tfrac14,\tfrac14)\), \(\varphi=(1,-i,-i)\) and \(f=t(1-2i)\), so \(|f|^2=5t^2\). The values of \(\mathrm{Re}(f^*\varphi_j)\) are \(t,2t,2t\).
- At \((\tfrac14,\tfrac34)\), \(\varphi=(1,-i,i)\) and \(f=t\), so \(|f|^2=t^2\). The values are \(t,0,0\).
- The other two points are the negatives of these and give the same values.

With \(\varepsilon_5=\sqrt{\Delta^2/4+5t^2}\) and \(\varepsilon_1=\sqrt{\Delta^2/4+t^2}\),

\[
P_1=\frac t4\left(\frac1{\varepsilon_5}+\frac1{\varepsilon_1}\right),\quad
P_2=P_3=\frac{t}{2\varepsilon_5},\quad
P_1-P_2=\frac t4\left(\frac1{\varepsilon_1}-\frac1{\varepsilon_5}\right)>0 .
\]

Equivalent bonds have acquired different bond orders, although the Hamiltonian has full threefold symmetry. The mesh alone is responsible.

## The broken density acts back on the levels

For numbers, take \(a=3.2\) angstrom, \(t=1.3\) eV and \(\Delta=1.7\) eV. At \(N=4\) the half-shifted mesh gives bond orders 0.2355, 0.2428, 0.2428. The Gamma-centred mesh gives 0.2431 three times, and the converged value is 0.2411.

In a self-consistent calculation this error enters the Hamiltonian. Let electrons of equal spin on neighbouring sites repel with strength \(V\). The exchange part of the mean field of \(Vn_An_B\) is \(-V\langle c_A^\dagger c_B\rangle c_B^\dagger c_A\) plus its conjugate. Because hopping enters \(H\) with a minus sign, this raises the hopping to

\[
t_j=t_0+VP_j .
\]

Choose \(V=1\) eV and fix \(t_0\) so that the converged hopping is 1.3 eV. The onsite splitting \(\Delta\) is held fixed. At \(N=4\) with the half shift, self-consistency gives \(t_1=1.2931\) eV and \(t_2=t_3=1.3024\) eV.

The gaps at the three M points now differ. At \((\tfrac12,0)\), \(f=t_1-t_2+t_3=t_1\), and \((0,\tfrac12)\) gives the same. At \((\tfrac12,\tfrac12)\), \(|f|=|t_1-t_2-t_3|=2t_2-t_1=1.3116\) eV. The gaps \(2\varepsilon\) are therefore

\[
2\sqrt{0.85^2+1.2931^2}=3.095\ \text{eV (twice)},\qquad
2\sqrt{0.85^2+1.3116^2}=3.126\ \text{eV},
\]

against one converged value of 3.106 eV. The false spread is 0.031 eV at \(N=4\), 0.0035 eV at \(N=6\), 0.0011 eV at \(N=8\) and 0.00003 eV at \(N=12\).

Feedback enlarges the hopping difference \(t_1-t_2\) from \(-0.0074\) eV in the first pass to \(-0.0093\) eV. The lowest eigenvalue of a matrix linear in the \(t_j\) is a minimum over states of linear functions, hence concave. Since \(P_j\) is minus half the derivative of the mean filled level, the response matrix \(\partial P_i/\partial t_j\) has no negative eigenvalue. To first order in the mesh error this matrix may be taken as threefold symmetric, with one eigenvalue \(\chi\ge0\) for all changes of zero sum. The splitting then obeys \(\delta=\delta_0+V\chi\delta\), or \(\delta=\delta_0/(1-V\chi)\), which is larger than \(\delta_0\) while \(0<V\chi<1\). The numbers correspond to \(V\chi\approx0.2\).

## The correct general statement

For a hexagonal lattice with threefold symmetry:

1. An \(N\times N\) mesh is invariant under a 120° turn if and only if its shift is \((0,0)\), \((\tfrac13,\tfrac23)\) or \((\tfrac23,\tfrac13)\) in the basis above. No half-step shift qualifies, along one axis or both.
2. An invariant mesh preserves the threefold symmetry of averaged quantities at every \(N\). A half-shifted mesh can split them at finite \(N\).
3. Averages of invariant scalars are not split, and for a gapped system their error on the half-shifted mesh tends to \(-\tfrac13\) of the Gamma-centred error at equal \(N\).

**Proof of 1.** A turn by −120° takes \(\mathbf b_1\to\mathbf b_2\) and \(\mathbf b_2\to-\mathbf b_1-\mathbf b_2\). Therefore

\[
x\mathbf b_1+y\mathbf b_2\;\to\;-y\,\mathbf b_1+(x-y)\,\mathbf b_2,
\qquad (s_1,s_2)\to(-s_2,\,s_1-s_2).
\]

The integers \(i,j\) map to integers, so the turned mesh is again a mesh, with the new shift. It is the same mesh when, up to integers, \(s_1=-s_2\) and \(s_1=2s_2\). Subtraction gives \(3s_2=0\), so \(s_2=0,\tfrac13,\tfrac23\) and \(s_1=0,\tfrac23,\tfrac13\). The half shifts are permuted instead:

\[
(\tfrac12,\tfrac12)\to(\tfrac12,0)\to(0,\tfrac12)\to(\tfrac12,\tfrac12).\qquad\blacksquare
\]

If the reciprocal vectors are chosen at 60°, as \(\mathbf b_1\) and \(\mathbf b_1+\mathbf b_2\), the coordinates become \((x-y,y)\). The allowed third shifts are then \((\tfrac13,\tfrac13)\) and \((\tfrac23,\tfrac23)\), and the half shifts are still permuted among themselves. On a square lattice a quarter turn gives \((s_1,s_2)\to(-s_2,s_1)\), which leaves \((\tfrac12,\tfrac12)\) unchanged up to an integer. There the double half shift does respect the rotation.

**Proof of 2.** Let \(R\) be the turn, and let a tensor integrand obey \(T(R\mathbf k)=R\,T(\mathbf k)R^{T}\). On an invariant mesh the average satisfies \(\langle T\rangle=R\langle T\rangle R^{T}\). A symmetric \(2\times2\) matrix with two different eigenvalues has just two principal axes, which a 120° turn does not preserve; so the eigenvalues are equal and \(\langle T\rangle\) is isotropic. Bond orders are permuted by \(R\) and must likewise be equal. The four-point example proves the second sentence. \(\blacksquare\)

The same argument shows what symmetrization does. The average of \(\langle T\rangle\) over the three half shifts is isotropic and has the trace of each one, so it equals half that trace times the unit matrix. The splitting disappears, but the error of the trace remains.

**Proof of 3.** The Gamma-centred mesh with \(2N\) divisions contains four classes of points, according to whether each numerator is even or odd. They are the \(N\) Gamma-centred mesh and the three half-shifted meshes. An invariant scalar has one common average \(S_N\) on the latter. With \(G_N\) for the Gamma-centred average,

\[
4G_{2N}=G_N+3S_N\quad\Longrightarrow\quad S_N=\frac{4G_{2N}-G_N}{3}.
\]

Subtracting the converged value from every average gives the same relation for the errors. If the integrand is smooth and periodic with exponentially decaying Fourier coefficients, as for the filled bands of a gapped system, the \(2N\) error becomes negligible beside the \(N\) error. The ratio then tends to \(-\tfrac13\), provided the leading coefficient does not happen to vanish. \(\blacksquare\)

## How large the splitting is

Write \(F(\mathbf k)=\sum_{\mathbf R}F_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\), with \(\mathbf R=n_1\mathbf a_1+n_2\mathbf a_2\). On the mesh the exponent is \(2\pi i[(i+s_1)n_1+(j+s_2)n_2]/N\), where \(i,j\) in the bracket are mesh indices. Their geometric sums vanish unless \(N\) divides both \(n_1\) and \(n_2\). Thus

\[
\langle F\rangle=\sum_{m_1,m_2}F_{N(m_1\mathbf a_1+m_2\mathbf a_2)}\,e^{2\pi i(s_1m_1+s_2m_2)} .
\]

The term \(m=0\) is the exact average. The nearest error terms come from \(\pm\mathbf a_1,\pm\mathbf a_2,\pm(\mathbf a_1-\mathbf a_2)\), all of length \(a\), multiplied by \(N\). The half shift gives these pairs the signs \(-,-,+\), so it singles out one direction.

For a scalar with sixfold-symmetric coefficients \(c\), the leading error is \(6c\) on the Gamma-centred mesh and \(-2-2+2=-2\) times \(c\) on the half-shifted one. For a third shift every phase factor averages to \(-\tfrac12\) over a pair, which gives \(-3c\). The expected ratios are \(-\tfrac13\) and \(-\tfrac12\); the band energy at \(N=12\) gives \(-0.334\) and \(-0.490\).

For bond 1, let the coefficient be \(u\) on the pair perpendicular to the bond, \(\pm(\mathbf a_1-\mathbf a_2)\), and \(w\) on the other two pairs. Its error is \(2u-4w\). Bond 2 is perpendicular to \(\mathbf a_2\), whose sign is minus; its two \(w\) pairs have opposite signs and cancel, leaving \(-2u\). Consequently

\[
P_1-P_2\simeq4(u-w).
\]

At \(N=8\) this predicts \(2.59\times10^{-4}\), and the mesh gives \(2.58\times10^{-4}\). The splitting comes from the same shell of coefficients as the leading convergence error.

## Comparing cost fairly

At \(N=6\) the band-energy error per cell is \(6.1\times10^{-4}\) eV for the Gamma-centred mesh and \(-2.0\times10^{-4}\) eV for the half-shifted one. At equal \(N\) the shift wins for this scalar.

The cost, however, follows the number of inequivalent points. The model's bands have 12 symmetry operations in the plane, including inversion. They permute the three half shifts, so \(12/3=4\) operations preserve any one of those meshes. The half-shifted mesh with \(N=6\) has 12 inequivalent points. So has the Gamma-centred mesh with \(N=9\), whose error is \(2.0\times10^{-5}\) eV, ten times smaller. For the very coarsest meshes the order is reversed: at \(N=2\) both meshes have two inequivalent points, and the errors are \(0.18\) eV (Gamma-centred) and \(-0.076\) eV (half-shifted). The other eight operations carry every point of the half-shifted mesh onto one of the other two half-shifted meshes, so they give no further reduction.

The half-shifted mesh also misses band edges. It contains K, at \((\tfrac13,\tfrac23)\), only if \((2i+1)/(2N)=\tfrac13\) up to an integer. This requires \(3(2i+1)\) to be even, which is impossible. Gamma would require \(2i+1\) to be a multiple of \(2N\), also impossible. A coordinate \(\tfrac12\) occurs only for odd \(N\), and then one M point of the three is present, \((\tfrac12,\tfrac12)\).

## A false anisotropy of channel mobility

Now put \(5\times10^{12}\) electrons per cm² into the upper band at 300 K. Let \(g(E)\) be the Fermi occupation, \(\mathbf v=\nabla_{\mathbf k}E\), and \(\tau\) a constant scattering time. A field \(\boldsymbol{\mathcal E}\) drives \(\dot{\mathbf k}=-\boldsymbol{\mathcal E}\), and the steady state \(\dot{\mathbf k}\cdot\nabla_{\mathbf k}g=-\delta g/\tau\) gives \(\delta g=\tau\,\boldsymbol{\mathcal E}\cdot\mathbf v\,g'\). The drift velocity \(\langle\mathbf v\,\delta g\rangle/\langle g\rangle\) equals \(-\mu\boldsymbol{\mathcal E}\), with

\[
\mu_{ij}=\tau\,\frac{\langle v_iv_j(-g')\rangle}{\langle g\rangle}.
\]

Near K, expanding \(f\) to first order in the displacement \(\mathbf q\) gives

\[
|f|^2=t^2\left[(\mathbf q\cdot\mathbf a_1)^2+(\mathbf q\cdot\mathbf a_2)^2-(\mathbf q\cdot\mathbf a_1)(\mathbf q\cdot\mathbf a_2)\right]=\tfrac34a^2t^2q^2 .
\]

Hence \(E\simeq\Delta/2+3a^2t^2q^2/(4\Delta)\) and \(1/m=3a^2t^2/(2\Delta)\), or \(m=0.50\) electron masses here. With \(\tau=20\) fs the converged mobility is 65.4 cm²/Vs, equal in all directions. Since \(\hbar/\tau=0.033\) eV exceeds \(kT=0.026\) eV, this semiclassical formula is only marginally valid here; the numbers serve to compare meshes, not to predict the mobility of a material. The meshes give, in cm²/Vs:

| \(N\) | Gamma-centred | half, \(xx\) | half, \(yy\) |
|---|---|---|---|
| 12 | 0.4 | 283.5 | 14.2 |
| 18 | 25.9 | 114.4 | 46.6 |
| 24 | 65.7 | 65.7 | 65.1 |
| 30 | 68.4 | 62.4 | 66.4 |
| 48 | 65.3 | 65.4 | 65.4 |

At \(N=18\) the false relative splitting is \((114.4-46.6)/80.5=0.84\). Symmetrization would return 80.5, which is isotropic and still 23% too high.

The Gamma-centred results are isotropic, but at \(N=12\) and \(N=18\) they are far too low. These \(N\) are multiples of three, so the mesh contains K, where electrons are counted but \(\mathbf v=0\). A third shift at \(N=18\) gives an isotropic 90.8. Symmetry is no evidence of convergence.

Nor is a small splitting. It nearly vanishes at \(N=24\) (0.009) and returns with the opposite sign at \(N=30\) (\(-0.063\)). With mesh and temperature unchanged, lowering the density to \(10^{10}\) cm⁻² raises the \(N=24\) value to 0.27. The near agreement therefore belongs to this particular carrier density. Cooling to 77 K at the original density sharpens the occupied region, and the splitting is 1.81 at \(N=24\) and still \(-0.35\) at \(N=48\).

## Relation to real monolayers

The lattice constant, mass and mobility lie in the rough range of a semiconducting monolayer such as MoS2, but the two-band model is not a first-principles calculation of it, and \(V\) is a chosen strength. Of the assumptions varied here, the constant scattering time matters most. A time proportional to energy above the band edge, equal to 20 fs at \(kT\), changes the converged mobility to 144 cm²/Vs and the \(N=18\) splitting from 0.84 to \(-0.10\). A second-neighbour term that adds \(+0.1\) eV times the sum of the six second-neighbour phase factors to both bands gives 73 cm²/Vs and 1.00; with the opposite sign, which is the convention used above for \(t\), it gives 58 cm²/Vs and 0.67. A Gaussian level broadening of 0.016 eV, standing in for collisions, gives 0.76; a conduction-band spin splitting of 0.003 eV changes little. Six side valleys, if 0.15 eV higher than the two main valleys at the K points and of equal mass, would together hold about 1% of the main-valley population. The size and sign of the splitting thus depend on the model, while the symmetry of the mesh does not.

For a monolayer with threefold symmetry, a Gamma-centred mesh is the safe starting choice as far as symmetry is concerned. Its accuracy is a separate matter: it must be converged over several \(N\), including values that are not multiples of three when the band edge is at K. Such values are not accurate by themselves either; in the model above, \(N=16\) gives a mobility of 138 cm²/Vs. A third shift also keeps the threefold axis, but it has a limit of its own: the reversal \(\mathbf k\to-\mathbf k\) turns \((\tfrac13,\tfrac23)\) into \((\tfrac23,\tfrac13)\), so a single such mesh breaks time-reversal symmetry. It samples the valleys at K and \(-\)K differently, and when \(N\) is not a multiple of three it contains exactly one of the two points. In a nonmagnetic monolayer this can produce false valley or spin populations at finite \(N\); averaging over both third shifts removes them. If a half-shifted mesh is used, equivalent bonds, levels or tensor components should be compared before any symmetrization. In a crystal whose distortion has already removed the threefold axis, a remaining mirror can still make two bonds equivalent, and the half shift may split them. If only \(t_2\) is raised by 5% in the model above, bonds 1 and 3 stay equivalent, yet the half-shifted mesh with \(N=4\) gives them bond orders that differ by 0.007. If bond 1 is the one that differs, the shift \((\tfrac12,\tfrac12)\) respects the mirror. The numerical output below lists the remaining values.

## Computed values

```
lattice constant 3.2 angstrom, hopping 1.3 eV, gap 1.7 eV
exchange strength 1.0 eV; scattering time 20 fs
density 5.0e+12 cm^-2, temperature 300 K
band-edge mass 0.499 electron masses
converged valence band energy -4.506199 eV per cell
energy error, N=6 (eV per cell): Gamma 6.069e-04 half -2.015e-04 third -2.588e-04
energy error, N=9 Gamma: 1.965e-05 eV per cell
inequivalent points: Gamma 6: 7, half 6: 12, Gamma 9: 12
symmetry operations kept: Gamma 12, half 4
N=12 error ratio to Gamma: half -0.3335, third -0.4896
converged bond order 0.241093 per spin
N=4 half-shift bond orders: 0.235474 0.242833 0.242833
N=4 Gamma bond orders: 0.243136 0.243136 0.243136
N=8 bond splitting: mesh 2.5757e-04, shell 2.5946e-04
N=4 self-consistent hoppings (eV): 1.29313 1.30238 1.30238
N=4 hopping splitting (eV): first pass -0.00736, final -0.00925
N=4 half-shift gaps at three M points (eV): 3.0950 3.0950 3.1259
converged M gap 3.1064 eV
half shift N=4: M-gap spread 3.098e-02 eV
half shift N=6: M-gap spread 3.482e-03 eV
half shift N=8: M-gap spread 1.091e-03 eV
half shift N=12: M-gap spread 3.135e-05 eV
converged mobility 65.37 cm2/Vs
chemical potential minus band edge -0.0150 eV; kT 0.0259 eV
N=12 mobility (cm2/Vs): Gamma 0.37; half xx 283.47 yy 14.21 mean 148.84
N=18 mobility (cm2/Vs): Gamma 25.92; half xx 114.38 yy 46.60 mean 80.49
N=24 mobility (cm2/Vs): Gamma 65.72; half xx 65.65 yy 65.06 mean 65.36
N=30 mobility (cm2/Vs): Gamma 68.40; half xx 62.36 yy 66.41 mean 64.38
N=36 mobility (cm2/Vs): Gamma 65.83; half xx 64.90 yy 65.54 mean 65.22
N=48 mobility (cm2/Vs): Gamma 65.33; half xx 65.41 yy 65.36 mean 65.39
N=18 third-shift mobility 90.78 cm2/Vs
relative splitting (xx-yy)/mean, half shift:
  N=12, 300 K: 1.80907
  N=18, 300 K: 0.84213
  N=24, 300 K: 0.00907
  N=30, 300 K: -0.06296
  N=36, 300 K: -0.00991
  N=48, 300 K: 0.00086
  N=18, 77 K: 1.96490
  N=24, 77 K: 1.81355
  N=48, 77 K: -0.34980
  N=24, 300 K, dilute 1e+10 cm^-2: 0.27080
neglected effects: N=18 splitting; converged mobility (cm2/Vs)
  second-neighbour hopping 0.1 eV: 1.0017; 72.81
  spin splitting 0.003 eV: 0.8415; 65.37
  scattering time ~ energy: -0.0972; 144.18
  collision broadening: 0.7641; 65.23
collision broadening used 0.0165 eV
side valleys assumed 0.15 eV higher: population ratio 0.0091
```
